# Hamilton Populations and Their Sum Rule in a p-d Chain: a program that tests the result

```python
"""
Result under test: in an orthogonal p-d chain the occupied COHP integrals,
summed over all unordered intersite pairs (both orders counted in each pair),
equal band energy minus onsite energy, per cell and with spin factor 2.

Symbols: ed, ep  onsite energies of d_z2 and p_z (eV)
         t1, t2  p-d hopping strengths of the right and left bond (eV)
         tdd, tpp  hopping strengths between like atoms of adjacent cells (eV)
         theta   wave number times cell length
         ICOHP   COHP integrated over occupied states (eV per cell)
The lower band is full and the upper band is empty.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq

BONDS = ("t1", "t2", "tdd", "tpp")
NAMES = {"t1": "p-d right", "t2": "p-d left", "tdd": "d-d", "tpp": "p-p"}

# Round model inputs
bond0 = 0.21        # nm
hop0 = 1.8          # eV at bond0
power = 3.5         # hopping falls as distance**(-power)
shift = 0.01        # nm, oxygen displacement in the polar chain
splitting = 6.4     # eV


def make_model(u):
    """Oxygen moves by u towards the d atom on its left."""
    return dict(ed=splitting, ep=0.0,
                t1=hop0 * (bond0 / (bond0 - u))**power,
                t2=hop0 * (bond0 / (bond0 + u))**power,
                tdd=0.20, tpp=0.15)


def bloch_h(m, theta):
    theta = np.atleast_1d(theta)
    h = np.zeros((theta.size, 2, 2), complex)
    h[:, 0, 0] = m["ed"] - 2 * m["tdd"] * np.cos(theta)
    h[:, 1, 1] = m["ep"] + 2 * m["tpp"] * np.cos(theta)
    h[:, 0, 1] = m["t1"] - m["t2"] * np.exp(-1j * theta)
    h[:, 1, 0] = h[:, 0, 1].conj()
    return h


def mesh_cohp(m, n=64):
    """ICOHP algorithm from numerical Bloch eigenvectors on n k points."""
    theta = 2 * np.pi * np.arange(n) / n
    energy, vec = np.linalg.eigh(bloch_h(m, theta))
    d, p = vec[:, 0, 0], vec[:, 1, 0]
    cross = p * d.conj()
    bonds = {
        "t1": 4 * m["t1"] * np.mean(cross.real),
        "t2": -4 * m["t2"] * np.mean((cross * np.exp(-1j * theta)).real),
        "tdd": -4 * m["tdd"] * np.mean(abs(d)**2 * np.cos(theta)),
        "tpp": 4 * m["tpp"] * np.mean(abs(p)**2 * np.cos(theta))}
    nd, npop = 2 * np.mean(abs(d)**2), 2 * np.mean(abs(p)**2)
    return dict(bonds=bonds, total=sum(bonds.values()), nd=nd, np=npop,
                onsite=m["ed"] * nd + m["ep"] * npop,
                band=2 * np.mean(energy[:, 0]))


def half_gap_terms(m, theta):
    c = np.cos(theta)
    big_d = (m["ed"] - m["ep"]) / 2 - (m["tdd"] + m["tpp"]) * c
    h2 = m["t1"]**2 + m["t2"]**2 - 2 * m["t1"] * m["t2"] * c
    return c, big_d, np.sqrt(big_d**2 + h2)


def closed_icohp(m):
    def integrand(theta, b):
        c, big_d, w = half_gap_terms(m, theta)
        if b == "t1":
            return -2 * m["t1"] * (m["t1"] - m["t2"] * c) / w
        if b == "t2":
            return -2 * m["t2"] * (m["t2"] - m["t1"] * c) / w
        return 2 * m[b] * c * big_d / w
    return {b: quad(integrand, 0, np.pi, args=(b,), epsabs=1e-12)[0] / np.pi
            for b in BONDS}


def lower_energy(m, theta):
    c, _, w = half_gap_terms(m, theta)
    return (m["ed"] + m["ep"]) / 2 + (m["tpp"] - m["tdd"]) * c - w


def closed_cohp(m, energy):
    """Energy-resolved COHP of each bond inside the monotonic lower band."""
    theta = brentq(lambda x: lower_energy(m, x) - energy, 0, np.pi,
                   xtol=1e-14)
    c, big_d, w = half_gap_terms(m, theta)
    slope = -np.sin(theta) * (m["tpp"] - m["tdd"] + (
        big_d * (m["tdd"] + m["tpp"]) + m["t1"] * m["t2"]) / w)
    weight = {"t1": -m["t1"] * (m["t1"] - m["t2"] * c) / (2 * w),
              "t2": -m["t2"] * (m["t2"] - m["t1"] * c) / (2 * w),
              "tdd": -m["tdd"] * c * (1 - big_d / w) / 2,
              "tpp": m["tpp"] * c * (1 + big_d / w) / 2}
    return {b: 4 * weight[b] / (np.pi * abs(slope)) for b in BONDS}


def green_cohp(m, energy):
    """COHP and onsite-weighted DOS from Green functions, width -> 0."""
    theta = 2 * np.pi * np.arange(40000) / 40000
    h = bloch_h(m, theta)

    def at_width(eta):
        g = np.linalg.inv((energy + 1j * eta) * np.eye(2) - h)
        back = np.exp(-1j * theta)
        pieces = np.array([m["t1"] * np.mean(g[:, 1, 0]),
                           -m["t2"] * np.mean(g[:, 1, 0] * back),
                           -m["tdd"] * np.mean(g[:, 0, 0] * back),
                           m["tpp"] * np.mean(g[:, 1, 1] * back)])
        site = (m["ed"] * np.mean(g[:, 0, 0])
                + m["ep"] * np.mean(g[:, 1, 1]))
        return np.append(-4 / np.pi * pieces.imag, -2 / np.pi * site.imag)
    return 2 * at_width(1e-3) - at_width(2e-3)


def ring(m, cells=40):
    """Real-space ring: Hamiltonian, eigenvalues, density matrix per spin."""
    h = np.zeros((2 * cells, 2 * cells))
    for n in range(cells):
        d, p = 2 * n, 2 * n + 1
        h[d, d], h[p, p] = m["ed"], m["ep"]
        for i, j, value in ((d, p, m["t1"]),
                            (d, (p - 2) % (2 * cells), -m["t2"]),
                            (d, (d + 2) % (2 * cells), -m["tdd"]),
                            (p, (p + 2) % (2 * cells), m["tpp"])):
            h[i, j] = h[j, i] = value
    e, v = np.linalg.eigh(h)
    return h, e, v[:, :cells] @ v[:, :cells].T


centred, polar = make_model(0.0), make_model(shift)
results = {"centred": mesh_cohp(centred), "polar": mesh_cohp(polar)}

# Mesh algorithm against real-space ring, closed forms and derivatives
for label, m in (("centred", centred), ("polar", polar)):
    r = results[label]
    cells = 40
    h, e, rho = ring(m, cells)
    band_ring = 2 * e[:cells].sum() / cells
    pair_sum = sum(4 * h[i, j] * rho[i, j] for i in range(2 * cells)
                   for j in range(i + 1, 2 * cells)) / cells
    closed = closed_icohp(m)
    nd_closed = quad(lambda x: 1 - half_gap_terms(m, x)[1]
                     / half_gap_terms(m, x)[2], 0, np.pi)[0] / np.pi
    onsite_closed = m["ed"] * nd_closed + m["ep"] * (2 - nd_closed)
    assert abs(pair_sum - r["total"]) < 1e-9
    assert abs(sum(closed.values()) - (band_ring - onsite_closed)) < 1e-8
    places = {"t1": (0, 1), "t2": (0, 2 * cells - 1),
              "tdd": (0, 2), "tpp": (1, 3)}
    for b in BONDS:
        i, j = places[b]
        assert abs(4 * h[i, j] * rho[i, j] - r["bonds"][b]) < 1e-9
        assert abs(closed[b] - r["bonds"][b]) < 1e-8
        step = 1e-4
        up, down = dict(m), dict(m)
        up[b] += step
        down[b] -= step
        slope = (mesh_cohp(up)["band"] - mesh_cohp(down)["band"]) / (2 * step)
        assert abs(m[b] * slope - r["bonds"][b]) < 1e-6
    # Nearest-neighbour pairs alone must fail to close the sum
    near = r["bonds"]["t1"] + r["bonds"]["t2"]
    assert abs(near - (band_ring - onsite_closed)) > 1e-3

# Energy-resolved COHP: monotonic band, Green functions, energy integral
grid = np.linspace(0, np.pi, 2001)
assert np.all(np.diff(lower_energy(polar, grid)) < 0)
bottom, top = lower_energy(polar, np.pi), lower_energy(polar, 0.0)
sample_energies = [bottom + f * (top - bottom) for f in (0.25, 0.50, 0.85)]
samples = []
for energy in sample_energies:
    formula = np.array([closed_cohp(polar, energy)[b] for b in BONDS])
    green = green_cohp(polar, energy)
    assert np.max(abs(formula - green[:4])) < 1e-3
    # Total DOS from finite difference of the inverse band
    de = 1e-4
    roots = [brentq(lambda x: lower_energy(polar, x) - energy - s, 0, np.pi,
                    xtol=1e-14) for s in (-de, de)]
    dos = 2 / np.pi * abs(roots[1] - roots[0]) / (2 * de)
    assert abs(formula.sum() + green[4] - energy * dos) < 2e-3
    samples.append(formula)
npts = 80
phi = np.pi * (np.arange(npts) + 0.5) / npts
half = (top - bottom) / 2
integral = {b: 0.0 for b in BONDS}
for x in phi:
    values = closed_cohp(polar, (top + bottom) / 2 - half * np.cos(x))
    for b in BONDS:
        integral[b] += values[b] * half * np.sin(x) * np.pi / npts
for b in BONDS:
    assert abs(integral[b] - results["polar"]["bonds"][b]) < 1e-6

# The long bond changes from bonding to antibonding inside the band
cross_energy = lower_energy(polar, np.arccos(polar["t2"] / polar["t1"]))
assert abs(green_cohp(polar, cross_energy)[1]) < 2e-3
assert green_cohp(polar, cross_energy - 0.05)[1] < 0
assert green_cohp(polar, cross_energy + 0.05)[1] > 0

# Closure on coarse meshes does not imply converged bond values
mesh_rows = []
for n in (2, 4, 8):
    r = mesh_cohp(polar, n)
    residual = r["total"] - (r["band"] - r["onsite"])
    error = r["bonds"]["t1"] - results["polar"]["bonds"]["t1"]
    assert abs(residual) < 1e-12
    mesh_rows.append((n, error, residual))
assert abs(mesh_rows[0][1]) > 1e-3

# Several orbitals per site: full site blocks are rotation invariant
rng = np.random.default_rng(4)
a = rng.normal(size=(8, 8))
multi = a + a.T


def site_energies(h):
    e, v = np.linalg.eigh(h)
    product = 2 * h * (v[:, :3] @ v[:, :3].T)
    blocks = product.reshape(4, 2, 4, 2).sum(axis=(1, 3))
    return blocks, np.trace(product), 2 * e[:3].sum()


angles = (0.3, 0.8, 1.1, 0.5)
rotation = block_diag(*[[[np.cos(x), -np.sin(x)], [np.sin(x), np.cos(x)]]
                        for x in angles])
blocks_a, diagonal_a, band_a = site_energies(multi)
blocks_b, diagonal_b, band_b = site_energies(rotation.T @ multi @ rotation)
intersite = blocks_a.sum() - np.trace(blocks_a)
assert np.allclose(blocks_a, blocks_b, atol=1e-10)
assert abs(diagonal_a - diagonal_b) > 1e-3
assert abs(intersite - (band_a - np.trace(blocks_a))) < 1e-10
assert abs(intersite - (band_a - diagonal_a)) > 1e-3


# Sizes of neglected effects
def overlap_total(m, overlap, zero):
    """Summed ICOHP with p-d overlap, after moving the energy zero."""
    total = 0.0
    for h in bloch_h(m, 2 * np.pi * np.arange(64) / 64):
        s = np.eye(2, dtype=complex)
        s[0, 1] = -overlap * h[0, 1] / hop0
        s[1, 0] = s[0, 1].conj()
        moved = h + zero * s
        vec = eigh(moved, s)[1][:, 0]
        sites = np.diag([m["ed"] + zero, m["ep"] + zero])
        total += 2 * (vec.conj() @ (moved - sites) @ vec).real / 64
    return total


assert abs(overlap_total(polar, 0, 1) - overlap_total(polar, 0, 0)) < 1e-10
overlap = 0.10
zero_effect = overlap_total(polar, overlap, 1) - overlap_total(polar, overlap, 0)
assert abs(zero_effect) > 1e-3

pi_model = dict(polar, t1=polar["t1"] / 2, t2=polar["t2"] / 2, tdd=0, tpp=0)
pi_total = 2 * mesh_cohp(pi_model)["total"]

far_distance = 3 * bond0 - shift
far_hop = hop0 * (bond0 / far_distance)**power
far_rho = ring(polar)[2][0, 3]
far_size = 4 * far_hop * abs(far_rho)


def splitting_effect(change):
    moved = dict(polar, ed=polar["ed"] + change)
    return mesh_cohp(moved)["total"] - results["polar"]["total"]


repulsion = 3.0     # eV, rough d-shell repulsion
nd_change = results["polar"]["nd"] - results["centred"]["nd"]
level_shift = repulsion * nd_change / 2
field = 1.0         # MV/cm
field_drop = field * 1e8 * bond0 * 1e-9   # eV for one electron over one bond
temperature = 300.0
bands = np.linalg.eigvalsh(bloch_h(polar, grid))
gap = bands[:, 1].min() - bands[:, 0].max()
kt = const.k * temperature / const.e
log_thermal = -gap / (2 * kt * np.log(10))

# Causal claims about the displacement
rc, rp = results["centred"], results["polar"]
assert rp["band"] < rc["band"] and rp["total"] < rc["total"]
assert rp["onsite"] > rc["onsite"]
assert rp["bonds"]["tpp"] > 0 and rp["bonds"]["tdd"] > 0

print(f"Inputs: bond {bond0:.2f} nm, displacement {shift:.2f} nm")
print(f"Inputs: splitting {splitting:.2f} eV, p-d hopping {hop0:.2f} eV")
print(f"Inputs: tdd {polar['tdd']:.2f} eV, tpp {polar['tpp']:.2f} eV")
print(f"Hopping distance power: {power:.1f}")
print(f"Polar hoppings: t1 {polar['t1']:.4f} eV, t2 {polar['t2']:.4f} eV")
for label in ("centred", "polar"):
    r = results[label]
    print(f"{label}: populations d {r['nd']:.5f}, p {r['np']:.5f} electrons")
    for b in BONDS:
        print(f"{label}: ICOHP {NAMES[b]} {r['bonds'][b]:.5f} eV")
    print(f"{label}: summed ICOHP {r['total']:.5f} eV/cell")
    print(f"{label}: band energy {r['band']:.5f} eV/cell")
    print(f"{label}: onsite energy {r['onsite']:.5f} eV/cell")
    print(f"{label}: band minus onsite {r['band'] - r['onsite']:.5f} eV/cell")
print(f"Polar minus centred: ICOHP {rp['total'] - rc['total']:.5f} eV/cell")
print(f"Polar minus centred: onsite {rp['onsite'] - rc['onsite']:.5f} eV/cell")
print(f"Polar minus centred: band {rp['band'] - rc['band']:.5f} eV/cell")
print(f"Polar lower band: {bottom:.4f} to {top:.4f} eV; gap {gap:.4f} eV")
print(f"Long bond turns antibonding above {cross_energy:.4f} eV")
print("COHP columns: right p-d, left p-d, d-d, p-p (eV per eV)")
for energy, row in zip(sample_energies, samples):
    print(f"COHP at {energy:.4f} eV:", " ".join(f"{x:.4f}" for x in row))
for n, error, residual in mesh_rows:
    print(f"{n} k points: right-bond error {error:.2e} eV, "
          f"sum residual below 1e-12 eV: {abs(residual) < 1e-12}")
print(f"Neglected pi bonds (half hopping): ICOHP {pi_total:.4f} eV/cell")
print(f"Overlap {overlap:.2f}: ICOHP change {zero_effect:.4f} eV per 1 eV zero shift")
print(f"Far p-d hop: {far_distance:.2f} nm, {far_hop:.4f} eV, rho {far_rho:.5f}")
print(f"Far p-d hop: first-order ICOHP size {far_size:.5f} eV")
print(f"Charge feedback (U {repulsion:.1f} eV): d level {level_shift:.4f} eV")
print(f"Charge feedback: ICOHP change {splitting_effect(level_shift):.5f} eV")
print(f"Field {field:.1f} MV/cm: drop over one bond {field_drop:.4f} eV")
print(f"Drop put on splitting: ICOHP change {splitting_effect(field_drop):.5f} eV")
print(f"Thermal factor at {temperature:.0f} K: log10 {log_thermal:.1f}")
print("PASS")
```

Printed output:

```
Inputs: bond 0.21 nm, displacement 0.01 nm
Inputs: splitting 6.40 eV, p-d hopping 1.80 eV
Inputs: tdd 0.20 eV, tpp 0.15 eV
Hopping distance power: 3.5
Polar hoppings: t1 2.1352 eV, t2 1.5295 eV
centred: populations d 0.18512, p 1.81488 electrons
centred: ICOHP p-d right -1.43957 eV
centred: ICOHP p-d left -1.43957 eV
centred: ICOHP d-d 0.02808 eV
centred: ICOHP p-p 0.02106 eV
centred: summed ICOHP -2.83000 eV/cell
centred: band energy -1.64521 eV/cell
centred: onsite energy 1.18479 eV/cell
centred: band minus onsite -2.83000 eV/cell
polar: populations d 0.19678, p 1.80322 electrons
polar: ICOHP p-d right -2.09408 eV
polar: ICOHP p-d left -0.96279 eV
polar: ICOHP d-d 0.02668 eV
polar: ICOHP p-p 0.02001 eV
polar: summed ICOHP -3.01018 eV/cell
polar: band energy -1.75080 eV/cell
polar: onsite energy 1.25938 eV/cell
polar: band minus onsite -3.01018 eV/cell
Polar minus centred: ICOHP -0.18018 eV/cell
Polar minus centred: onsite 0.07459 eV/cell
Polar minus centred: band -0.10559 eV/cell
Polar lower band: -1.8522 to 0.2364 eV; gap 5.8273 eV
Long bond turns antibonding above -0.1400 eV
COHP columns: right p-d, left p-d, d-d, p-p (eV per eV)
COHP at -1.3301 eV: -0.9726 -0.6054 0.0162 -0.0792
COHP at -0.8079 eV: -0.6372 -0.2955 -0.0034 0.0213
COHP at -0.0769 eV: -0.4934 0.0391 -0.0113 0.1702
2 k points: right-bond error 1.17e-01 eV, sum residual below 1e-12 eV: True
4 k points: right-bond error 4.12e-03 eV, sum residual below 1e-12 eV: True
8 k points: right-bond error 1.25e-05 eV, sum residual below 1e-12 eV: True
Neglected pi bonds (half hopping): ICOHP -1.9364 eV/cell
Overlap 0.10: ICOHP change 0.1481 eV per 1 eV zero shift
Far p-d hop: 0.62 nm, 0.0407 eV, rho -0.03219
Far p-d hop: first-order ICOHP size 0.00524 eV
Charge feedback (U 3.0 eV): d level 0.0175 eV
Charge feedback: ICOHP change 0.00446 eV
Field 1.0 MV/cm: drop over one bond 0.0210 eV
Drop put on splitting: ICOHP change 0.00536 eV
Thermal factor at 300 K: log10 -48.9
PASS
```
